**Scale length of a gate-all-around cylinder**

The program tests the equation εs J1(ka)[J0(ka)Y0(kb) − Y0(ka)J0(kb)] = εi J0(ka)[J1(ka)Y0(kb) − Y1(ka)J0(kb)]. Here a is the semiconductor radius, b the gate radius, εs and εi the relative permittivities of semiconductor and insulator, and λ = 1/k a decay length. It asserts that the roots agree with a radial finite-element eigenproblem, and that the fundamental root lies below its stated upper limit in five geometries. Quadrature and finite differences test the orthogonality, the mode amplitudes, the slopes of the matching functions and the sensitivity to εi. A two-dimensional finite-volume Poisson solution, which uses no Bessel functions, tests the mode series and the barrier formula. For a = 5 nm, a 2 nm insulator, εs = 12 and εi = 4, the output gives a scale length of 4.108 nm. It also shows that a 5 nm insulator with εi = 12 has a slightly longer scale length, 4.158 nm.

## Numerical check

```python
"""
Scale length of a gate-all-around cylinder.
Result under test: axisymmetric Laplace modes R(r) exp(+-k z), k = 1/lambda, obey
  es J1(ka) [J0(ka)Y0(kb)-Y0(ka)J0(kb)] = ei J0(ka) [J1(ka)Y0(kb)-Y1(ka)J0(kb)]
a: semiconductor radius, b: gate radius, es and ei: relative permittivities of
semiconductor and insulator. The largest lambda is the scale length.
Lengths are in nm, potentials in V relative to the effective gate potential.
Independent roads: radial finite elements, quadrature, finite differences and
a two-dimensional finite-volume Poisson solution.
"""
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import j0, j1, y0, y1, jn_zeros

J01 = jn_zeros(0, 1)[0]


def shell0(r, k, b):
    """Insulator radial function, zero at the gate."""
    return j0(k*r)*y0(k*b) - y0(k*r)*j0(k*b)


def shell1(r, k, b):
    """Minus the r derivative of shell0, divided by k."""
    return j1(k*r)*y0(k*b) - y1(k*r)*j0(k*b)


def roots(func, kmax=6.0):
    grid = np.linspace(1e-3, kmax, 20001)
    val = func(grid)
    places = np.where(val[:-1]*val[1:] < 0)[0]
    return np.array([brentq(func, grid[i], grid[i+1], xtol=1e-14)
                     for i in places])


def bessel_k(a, b, es, ei):
    return roots(lambda k: es*j1(k*a)*shell0(a, k, b)
                 - ei*j0(k*a)*shell1(a, k, b))


def neumann_k(a, b):
    """First k of an insulator shell with zero slope at a, zero value at b."""
    return roots(lambda k: shell1(a, k, b))[0]


def static_k(a, b, es, ei):
    """First k when the insulator is treated as a radial capacitor."""
    return roots(lambda k: es*k*a*np.log(b/a)*j1(k*a) - ei*j0(k*a))[0]


def parabolic_length(a, b, es, ei):
    return np.sqrt(a*a/4 + es*a*a*np.log(b/a)/(2*ei))


def element_k(a, b, es, ei, count=6):
    """Radial eigenvalues from linear finite elements, no Bessel functions."""
    r = np.concatenate([np.linspace(0, a, 201), np.linspace(a, b, 101)[1:]])
    n = len(r)
    stiff, mass = np.zeros((n, n)), np.zeros((n, n))
    for i in range(n-1):
        p, q = r[i], r[i+1]
        h = q - p
        eps = es if (p+q)/2 < a else ei
        stiff[i:i+2, i:i+2] += eps*(p+q)/(2*h)*np.array([[1, -1], [-1, 1]])
        mass[i:i+2, i:i+2] += eps*h/12*np.array([[3*p+q, p+q], [p+q, p+3*q]])
    w = eigh(stiff[:-1, :-1], mass[:-1, :-1], eigvals_only=True,
             subset_by_index=[0, count-1])
    return np.sqrt(w)


# Model parameters
a, t, es, ei, L = 5.0, 2.0, 12.0, 4.0, 30.0
b = a + t
density_cm3 = 1e18
source, drain = 0.6, 1.1
charge = e*density_cm3*1e6/epsilon_0*1e-18       # q N / epsilon_0 in V/nm^2
log_ratio = np.log(b/a)
ks = bessel_k(a, b, es, ei)[:12]
k1 = ks[0]
lam = 1/k1

# Matching equation against the finite-element spectrum
fem = element_k(a, b, es, ei)
assert abs(fem[0]/k1 - 1) < 2e-5
assert np.max(abs(fem/ks[:6] - 1)) < 1e-3
for case in [(5, 25, 12, 4), (5, 10, 12, 24), (3, 4, 10, 20), (8, 9, 12, 4)]:
    found = bessel_k(*case)
    assert abs(element_k(*case)[0]/found[0] - 1) < 1e-4
    upper = min(J01/case[0], neumann_k(case[0], case[1]))
    assert found[0] < upper < found[1]
    assert static_k(*case) > found[0]
assert k1 < min(J01/a, neumann_k(a, b)) < ks[1]
assert static_k(a, b, es, ei) > k1

# Equal permittivities: one homogeneous cylinder reaching the gate
assert abs(element_k(a, b, es, es)[0]*b/J01 - 1) < 2e-5


def mode(r, k):
    outer = j0(k*a)*shell0(np.maximum(r, a), k, b)/shell0(a, k, b)
    return np.where(r <= a, j0(k*r), outer)


def integrate(f, weighted=True):
    wi, wo = (es, ei) if weighted else (1.0, 1.0)
    return (wi*quad(lambda r: r*f(r), 0, a, epsabs=1e-11)[0]
            + wo*quad(lambda r: r*f(r), a, b, epsabs=1e-11)[0])


# Orthogonality holds with the permittivity weight and fails without it
overlap = integrate(lambda r: mode(r, ks[0])*mode(r, ks[1]))
plain = integrate(lambda r: mode(r, ks[0])*mode(r, ks[1]), False)
assert abs(overlap) < 1e-8 and abs(plain) > 1e-2


def norm(k):
    """Closed integral of permittivity * r * mode^2."""
    scale = (j0(k*a)/shell0(a, k, b))**2
    outer = (b*b*shell1(b, k, b)**2
             - a*a*(shell0(a, k, b)**2 + shell1(a, k, b)**2))/2
    return es*a*a*(j0(k*a)**2 + j1(k*a)**2)/2 + ei*scale*outer


def long_part(r):
    inner = -charge*(a*a-r*r)/(4*es) - charge*a*a*log_ratio/(2*ei)
    outer = charge*a*a*np.log(np.maximum(r, a)/b)/(2*ei)
    return np.where(r <= a, inner, outer)


def end_potential(r, u):
    return u*np.log(b/np.maximum(r, a))/log_ratio


def amplitude(k, u):
    return (ei*u*j0(k*a)/log_ratio + charge*a*j1(k*a)/k)/(k*k*norm(k))


for k in ks[:3]:
    direct_norm = integrate(lambda r: mode(r, k)**2)
    projection = integrate(
        lambda r: mode(r, k)*(end_potential(r, source) - long_part(r)))
    assert abs(norm(k)/direct_norm - 1) < 1e-8
    assert abs(amplitude(k, source) - projection/direct_norm) < 1e-8

# Slopes of the two logarithmic derivatives with respect to k^2
d = 1e-4


def inner_ratio(s):
    k = np.sqrt(s)
    return k*j1(k*a)/j0(k*a)


def outer_ratio(s):
    k = np.sqrt(s)
    return k*shell1(a, k, b)/shell0(a, k, b)


s1 = k1*k1
edge = a*j0(k1*a)**2
inner_int = quad(lambda r: r*mode(r, k1)**2, 0, a)[0]/edge
outer_int = quad(lambda r: r*mode(r, k1)**2, a, b)[0]/edge
inner_slope = (inner_ratio(s1+d) - inner_ratio(s1-d))/(2*d)
outer_slope = (outer_ratio(s1+d) - outer_ratio(s1-d))/(2*d)
assert abs(inner_slope/inner_int - 1) < 1e-5
assert abs(outer_slope/outer_int + 1) < 1e-5

# Sensitivity to insulator permittivity, against finite-element differences
step = 0.01
fem_slope = (element_k(a, b, es, ei+step)[0]**2
             - element_k(a, b, es, ei-step)[0]**2)/(2*step)
sensitivity = a*k1*(es/ei)*j0(k1*a)*j1(k1*a)/norm(k1)
assert abs(fem_slope/sensitivity - 1) < 1e-3

# High-permittivity floor for a thin and a thick insulator
floors = {}
for thick in (2.0, 5.0):
    floors[thick] = max(a/J01, 1/neumann_k(a, a+thick))
    extreme = 1/element_k(a, a+thick, es, 1e4*es)[0]
    assert abs(extreme/floors[thick] - 1) < 1e-3


def series(r, z, length, us, ud):
    total = 0.0
    for k in ks:
        total = total + mode(r, k)*(
            amplitude(k, us)*np.sinh(k*(length-z))
            + amplitude(k, ud)*np.sinh(k*z))/np.sinh(k*length)
    return total


def axis_minimum(length, us, ud):
    res = minimize_scalar(lambda z: float(series(0.0, z, length, us, ud)),
                          bounds=(0.2*length, 0.8*length), method="bounded",
                          options={"xatol": 1e-8})
    return res.x, res.fun


def poisson_2d(length, us, ud, h=0.1):
    """Finite-volume potential including dopant charge, no Bessel functions."""
    nr, nz = round(b/h), round(length/h)
    r = np.linspace(0, b, nr+1)
    mid = (r[:-1]+r[1:])/2
    eps = np.where(mid < a, es, ei)
    cond = eps*mid/h
    main, weight, dopant = np.zeros(nr+1), np.zeros(nr+1), np.zeros(nr+1)
    main[:-1] += cond
    main[1:] += cond
    left, right = (mid**2-r[:-1]**2)/2, (r[1:]**2-mid**2)/2
    weight[:-1] += eps*left
    weight[1:] += eps*right
    dopant[:-1] += charge*(mid < a)*left
    dopant[1:] += charge*(mid < a)*right
    radial = diags([-cond[:nr-1], main[:nr], -cond[:nr-1]], [-1, 0, 1])
    axial = diags([-np.ones(nz-2), 2*np.ones(nz-1), -np.ones(nz-2)],
                  [-1, 0, 1])/h**2
    matrix = kron(identity(nz-1), radial) + kron(axial, diags(weight[:nr]))
    rhs = np.tile(-dopant[:nr], (nz-1, 1))
    rhs[0] += weight[:nr]*end_potential(r[:nr], us)/h**2
    rhs[-1] += weight[:nr]*end_potential(r[:nr], ud)/h**2
    psi = spsolve(matrix.tocsc(), rhs.ravel()).reshape(nz-1, nr)
    return r[:nr], np.arange(1, nz)*h, psi


rg, zg, psi = poisson_2d(L, source, drain)
inside = (zg >= 5) & (zg <= L-5)
predicted = long_part(rg)[None, :] + series(rg[None, :], zg[inside][:, None],
                                            L, source, drain)
field_error = np.max(abs(predicted - psi[inside]))
assert field_error < 1e-3

# Barrier formula against the two-dimensional solution and channel scaling
S1, D1 = amplitude(k1, source), amplitude(k1, drain)
phi_asym = 2*np.sqrt(S1*D1)*np.exp(-L/(2*lam))
z_asym = L/2 - lam/2*np.log(D1/S1)
z_min, phi_min = axis_minimum(L, source, drain)
phi_grid = np.min(psi[:, 0]) - float(long_part(0.0))
z_grid = zg[np.argmin(psi[:, 0])]
assert abs(phi_asym/phi_grid - 1) < 0.02
assert abs(z_asym - z_grid) < 0.2
_, phi_longer = axis_minimum(L+10, source, drain)
assert abs(phi_longer/phi_min/np.exp(-10/(2*lam)) - 1) < 0.01
_, phi_equal = axis_minimum(L, source, source)

print(f"semiconductor radius a = {a:.1f} nm")
print(f"insulator thickness t = {t:.1f} nm; gate radius b = {b:.1f} nm")
print(f"relative permittivities es = {es:.0f}, ei = {ei:.0f} (no unit)")
print(f"channel length L = {L:.0f} nm")
print(f"acceptor density = {density_cm3:.1e} cm^-3")
print(f"source, drain potentials = {source:.2f}, {drain:.2f} V")
print(f"first zero of J0, j01 = {J01:.6f} (no unit)")
print(f"fundamental k1 = {k1:.6f} nm^-1; k1*a = {k1*a:.5f} (no unit)")
print(f"scale length lambda1 = {lam:.5f} nm = {lam*1e-9:.5e} m")
print(f"finite-element lambda1 = {1/fem[0]:.5f} nm")
print(f"next lengths lambda2, lambda3 = {1/ks[1]:.4f}, {1/ks[2]:.4f} nm")
print(f"upper limits j01/a, kN = {J01/a:.5f}, {neumann_k(a, b):.5f} nm^-1")
print(f"overlap of modes 1,2 with permittivity weight = {abs(overlap):.1e} nm^2")
print(f"overlap of modes 1,2 without it = {plain:.4f} nm^2")
for thick in (2.0, 20.0):
    g = (a, a+thick, es, ei)
    print(f"t = {thick:.0f} nm: full lambda = {1/bessel_k(*g)[0]:.4f} nm, "
          f"static insulator = {1/static_k(*g):.4f} nm, "
          f"parabolic = {parabolic_length(*g):.4f} nm")
for thick in (2.0, 5.0):
    for perm in (4.0, 12.0, 24.0, 100.0):
        value = 1/bessel_k(a, a+thick, es, perm)[0]
        print(f"t = {thick:.0f} nm, ei = {perm:.0f}: lambda = {value:.4f} nm")
    print(f"t = {thick:.0f} nm: a/j01 = {a/J01:.4f} nm, "
          f"1/kN = {1/neumann_k(a, a+thick):.4f} nm, "
          f"floor = {floors[thick]:.4f} nm")
print(f"d(k1^2)/d(ei) = {sensitivity:.6f} nm^-2")
print(f"norm of mode 1 = {norm(k1):.4f} nm^2")
print(f"mode-1 amplitudes S1, D1 = {S1:.5f}, {D1:.5f} V")
print(f"L/(2 lambda1) = {L/(2*lam):.4f} (no unit)")
print(f"long-channel axis potential = {float(long_part(0.0)):.5f} V")
print(f"phi minimum, one-mode formula = {phi_asym:.5f} V at z = {z_asym:.3f} nm")
print(f"phi minimum, 12-mode series = {phi_min:.5f} V at z = {z_min:.3f} nm")
print(f"phi minimum, 2D grid = {phi_grid:.5f} V at z = {z_grid:.1f} nm")
print(f"total axis potential at minimum = {phi_min+float(long_part(0.0)):.5f} V")
print(f"phi minimum with drain at source potential = {phi_equal:.5f} V")
print(f"barrier lowering by drain bias = {1e3*(phi_min-phi_equal):.3f} mV")
print(f"phi minimum at L = {L+10:.0f} nm = {phi_longer:.5f} V")
print(f"largest series-grid difference, 5 nm from ends = {1e3*field_error:.4f} mV")
print("every check passed")
```

Running it gives:

```
semiconductor radius a = 5.0 nm
insulator thickness t = 2.0 nm; gate radius b = 7.0 nm
relative permittivities es = 12, ei = 4 (no unit)
channel length L = 30 nm
acceptor density = 1.0e+18 cm^-3
source, drain potentials = 0.60, 1.10 V
first zero of J0, j01 = 2.404826 (no unit)
fundamental k1 = 0.243443 nm^-1; k1*a = 1.21721 (no unit)
scale length lambda1 = 4.10774 nm = 4.10774e-09 m
finite-element lambda1 = 4.10774 nm
next lengths lambda2, lambda3 = 1.2893, 0.7659 nm
upper limits j01/a, kN = 0.48097, 0.83955 nm^-1
overlap of modes 1,2 with permittivity weight = 2.7e-15 nm^2
overlap of modes 1,2 without it = -0.7323 nm^2
t = 2 nm: full lambda = 4.1077 nm, static insulator = 3.9961 nm, parabolic = 4.3437 nm
t = 20 nm: full lambda = 11.8459 nm, static insulator = 7.9707 nm, parabolic = 8.1611 nm
t = 2 nm, ei = 4: lambda = 4.1077 nm
t = 2 nm, ei = 12: lambda = 2.9108 nm
t = 2 nm, ei = 24: lambda = 2.5264 nm
t = 2 nm, ei = 100: lambda = 2.1933 nm
t = 2 nm: a/j01 = 2.0792 nm, 1/kN = 1.1911 nm, floor = 2.0792 nm
t = 5 nm, ei = 4: lambda = 5.9023 nm
t = 5 nm, ei = 12: lambda = 4.1583 nm
t = 5 nm, ei = 24: lambda = 3.5733 nm
t = 5 nm, ei = 100: lambda = 3.0162 nm
t = 5 nm: a/j01 = 2.0792 nm, 1/kN = 2.7871 nm, floor = 2.7871 nm
d(k1^2)/d(ei) = 0.011074 nm^-2
norm of mode 1 = 109.8060 nm^2
mode-1 amplitudes S1, D1 = 0.75488, 1.36002 V
L/(2 lambda1) = 3.6516 (no unit)
long-channel axis potential = -0.02845 V
phi minimum, one-mode formula = 0.05258 V at z = 13.791 nm
phi minimum, 12-mode series = 0.05254 V at z = 13.788 nm
phi minimum, 2D grid = 0.05255 V at z = 13.8 nm
total axis potential at minimum = 0.02409 V
phi minimum with drain at source potential = 0.03915 V
barrier lowering by drain bias = 13.391 mV
phi minimum at L = 40 nm = 0.01557 V
largest series-grid difference, 5 nm from ends = 0.0355 mV
every check passed
```
